\section*{Fourier Interpolation of H(k) with Wigner-Seitz Weights}

\section{Result}

A Bloch Hamiltonian known on a coarse mesh of $\mathcal N$ points $\mathbf k_q$ is interpolated by
\begin{align}
H_I(\mathbf k)&=\sum_{\mathbf R\in W}\frac{e^{i\mathbf k\cdot\mathbf R}}{d(\mathbf R)}\,\tilde H(\mathbf R),\label{eq:int}\\
\tilde H(\mathbf R)&=\frac1{\mathcal N}\sum_q e^{-i\mathbf k_q\cdot\mathbf R}H(\mathbf k_q).\label{eq:dft}
\end{align}
Here $W$ is the set of lattice vectors in the closed Wigner-Seitz cell of the supercell dual to the mesh, and $d(\mathbf R)$ counts the supercell-equivalent vectors that tie with $\mathbf R$ for the shortest length. The interpolant reproduces $H$ at every mesh point. Elsewhere its error satisfies
\begin{equation}
\|H_I(\mathbf k)-H(\mathbf k)\|\le 2\sum_{\mathbf R\notin\,\mathrm{int}\,W}\|H(\mathbf R)\| ,
\label{eq:bound}
\end{equation}
where $\mathrm{int}\,W$ holds the vectors strictly closer to the origin than to any other supercell vector. If the hoppings decay as $e^{-\kappa|\mathbf R|}$, the error falls as $e^{-\kappa L/2}$ up to algebraic factors, $L$ being the length of the shortest nonzero supercell vector.

\section{What the mesh can know}

Let
\begin{equation}
H(\mathbf k)=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}H(\mathbf R),\qquad H(-\mathbf R)=H(\mathbf R)^\dagger ,
\end{equation}
with $\sum_{\mathbf R}\|H(\mathbf R)\|$ finite. The phases contain lattice vectors only, so $H(\mathbf k)$ is periodic in reciprocal space. The orbital gauge is fixed and the same at all $\mathbf k$. The mesh is $\mathbf k_q=\sum_i(m_i/N_i)\mathbf b_i$ with $m_i=0,\dots,N_i-1$ and $\mathcal N=\prod_iN_i$. Its dual superlattice $S$ consists of the vectors $\mathbf T=\sum_i n_iN_i\mathbf a_i$, for which $e^{i\mathbf k_q\cdot\mathbf T}=1$.

Inserting the Fourier series into \eqref{eq:dft} gives
\begin{equation}
\tilde H(\mathbf R)=\sum_{\mathbf R'}H(\mathbf R')\,\frac1{\mathcal N}\sum_q e^{i\mathbf k_q\cdot(\mathbf R'-\mathbf R)}
=\sum_{\mathbf T\in S}H(\mathbf R+\mathbf T).
\label{eq:fold}
\end{equation}
The inner average is a product of geometric sums, equal to one if $\mathbf R'-\mathbf R\in S$ and to zero otherwise. The mesh therefore delivers only the sum of all hoppings in a class modulo $S$. This is aliasing. An interpolation scheme is a decision about where to put each sum.

\section{The naive scheme and its repair}

The labels $0,\dots,N_i-1$ of a discrete Fourier transform suggest summing over that block of lattice vectors. Consider a chain with lattice constant one, $H(k)=2t\cos k$ and $N\ge3$ mesh points. Folding gives $\tilde H(1)=t$ and $\tilde H(N-1)=H(-1)=t$, so the naive interpolant is $te^{ik}+te^{i(N-1)k}$. Its error is
\begin{equation}
t\left(e^{i(N-1)k}-e^{-ik}\right)=te^{-ik}\left(e^{iNk}-1\right),
\end{equation}
with modulus $2|t||\sin(Nk/2)|$. It vanishes on the mesh and reaches $2|t|$ between mesh points for every $N$. A denser mesh does not help, because the hopping to the left neighbour has been placed $N-1$ cells to the right.

Agreement on the mesh gives no warning of this. Let a scheme place a share $w(\mathbf R)$ of $\tilde H(\mathbf R)$ at $\mathbf R$, with shares adding to one in each class. At a mesh point all members of a class have the same phase, so the shares recombine and the sum is the inverse discrete transform, which returns $H(\mathbf k_q)$. Every such scheme is exact on the mesh. The quality between mesh points has to come from the placement.

If hoppings decay with distance, the largest term in \eqref{eq:fold} is expected from the shortest member of the class. Placing the sum there selects the Wigner-Seitz cell. On its boundary several members tie, and keeping one of them is again harmful. In the chain with $N=2M$, the vectors $M$ and $-M$ are equivalent, and a lone term $e^{iMk}\tilde H(M)$ is not Hermitian at general $k$.

Equal shares $1/d(\mathbf R)$ cure this. Hermiticity of $H(\mathbf k_q)$ in \eqref{eq:dft} gives $\tilde H(\mathbf R)^\dagger=\tilde H(-\mathbf R)$. Since $-W=W$ and $d(-\mathbf R)=d(\mathbf R)$, the terms $\pm\mathbf R$ in \eqref{eq:int} are adjoints of each other, and $H_I(\mathbf k)$ is Hermitian at all $\mathbf k$.

Point symmetry follows in the same way. Let $g$ be an operation that maps the mesh onto itself modulo reciprocal lattice vectors, and let $H(g\mathbf k)=D\,H(\mathbf k)D^\dagger$ with $D$ independent of $\mathbf k$. For a spatial symmetry $g$ of the crystal, this holds if all orbitals share one centre per cell and form complete sets under $g$. Substituting $\mathbf k_q=g\mathbf k_{q'}$ in \eqref{eq:dft} gives $\tilde H(g\mathbf R)=D\tilde H(\mathbf R)D^\dagger$. As $g$ preserves lengths and $S$, it preserves $W$ and $d$. Hence
\begin{equation}
H_I(g\mathbf k)=\sum_{\mathbf R\in W}\frac{e^{i\mathbf k\cdot\mathbf R}}{d(\mathbf R)}\tilde H(g\mathbf R)=D\,H_I(\mathbf k)D^\dagger ,
\end{equation}
where the summation variable was changed from $g\mathbf R$ to $\mathbf R$.

With several centres $\boldsymbol\tau_i$ per cell, the element $H_{ij}(\mathbf R)$ spans the distance $|\mathbf R+\boldsymbol\tau_j-\boldsymbol\tau_i|$. The same reasoning then selects the minimal members separately for each orbital pair. Mesh exactness survives because the shares still add to one.

\section{The error, term by term}

Insert \eqref{eq:fold} into \eqref{eq:int} and collect the factor multiplying each original hopping:
\begin{align}
H_I(\mathbf k)-H(\mathbf k)&=\sum_{\mathbf R}H(\mathbf R)\left[A_{\mathbf R}(\mathbf k)-e^{i\mathbf k\cdot\mathbf R}\right],\label{eq:err}\\
A_{\mathbf R}(\mathbf k)&=\frac1d\sum_{\substack{\mathbf R'\in W\\ \mathbf R'-\mathbf R\in S}}e^{i\mathbf k\cdot\mathbf R'} .
\end{align}
An interior vector is the only member of its class in $W$, so its bracket vanishes. For the others $|A_{\mathbf R}|\le1$, the bracket is at most 2 in modulus, and \eqref{eq:bound} follows. For Hermitian matrices, Weyl's inequality states that ordered eigenvalues move by no more than the spectral norm of the perturbation. The bound therefore holds for the bands too.

Uniqueness of Fourier coefficients tells when the error vanishes at all $\mathbf k$. Equality requires $H(\mathbf R)=0$ outside $W$ and $H(\mathbf R)=\tilde H(\mathbf R)/d(\mathbf R)$ inside. The right-hand side is the same for all tied members, so $H$ must be equal on them. Conversely, if both conditions hold, then $\tilde H=d\,H(\mathbf R)$ and the interpolant is $H$ itself.

Consider a tie between $\mathbf R$ and $-\mathbf R$ alone. The boundary hopping is recovered if it is even, $H(-\mathbf R)=H(\mathbf R)$, and no longer vectors fold onto it. If $H(\mathbf R)$ is real, then $H(-\mathbf R)=H(\mathbf R)^T$, and the pair enters $\tilde H$ through $H(\mathbf R)+H(\mathbf R)^T$. The antisymmetric part, such as an s-p hopping that changes sign with direction, cancels and cannot be restored from this mesh.

Parseval's theorem gives the mean square error over the Brillouin zone in the Frobenius norm:
\begin{equation}
\left\langle\|H_I-H\|_F^2\right\rangle
=\sum_{\mathbf R\in W}\left\|\frac{\tilde H(\mathbf R)}{d(\mathbf R)}-H(\mathbf R)\right\|_F^2
+\sum_{\mathbf R\notin W}\|H(\mathbf R)\|_F^2 .
\label{eq:pars}
\end{equation}
The first sum is misplaced weight, the second is missing range. The second alone is a lower bound.

\section{From hopping decay to convergence}

Put $\rho=L/2$. If $|\mathbf R|<\rho$, then for any nonzero $\mathbf T\in S$
\begin{equation}
|\mathbf R-\mathbf T|\ge|\mathbf T|-|\mathbf R|\ge 2\rho-|\mathbf R|>|\mathbf R| ,
\end{equation}
so $\mathbf R$ is interior. The sum in \eqref{eq:bound} runs over lengths of at least $\rho$. Let $\|H(\mathbf R)\|\le Ce^{-\kappa|\mathbf R|}$ in $D$ dimensions. A shell $m\le|\mathbf R|/a<m+1$ contains at most $c(1+m)^{D-1}$ lattice vectors. With $m_0=\lfloor\rho/a\rfloor$ and $m=m_0+s$,
\begin{equation}
\begin{aligned}
\sum_{|\mathbf R|\ge\rho}\|H(\mathbf R)\|
&\le cC\sum_{m\ge m_0}(1+m)^{D-1}e^{-\kappa am}\\
&\le cC(1+m_0)^{D-1}e^{-\kappa am_0}\sum_{s\ge0}(1+s)^{D-1}e^{-\kappa as},
\end{aligned}
\end{equation}
because $1+m_0+s\le(1+m_0)(1+s)$. The last sum is a constant, so the error is $O(\rho^{D-1}e^{-\kappa\rho})$.

The exponent cannot be improved if the hoppings also obey $\|H(\mathbf R)\|_F\ge C_1e^{-\kappa|\mathbf R|}$. A fixed distance beyond the midpoint of the shortest $\mathbf T$ there is a lattice vector closer to $\mathbf T$ than to the origin. It lies outside $W$ and has length $\rho+O(a)$. By \eqref{eq:pars} the root-mean-square (rms) error is at least a constant times $e^{-\kappa\rho}$.

For algebraic decay $|\mathbf R|^{-p}$ with $p>D$, the same shell count gives $\sum_{m\ge m_0}m^{D-1-p}=O(\rho^{D-p})$. Kinks in $H(\mathbf k)$ make the hoppings decay only algebraically, for instance when energy-sorted bands that cross are interpolated instead of a smooth matrix.

\section{A chain solved in closed form}

Take $t_n=t\lambda^{|n|}$ with $0<\lambda<1$, so that $\kappa=-\ln\lambda$. Summing the geometric series gives
\begin{equation}
H(k)=\frac{t(1-\lambda^2)}{Q(k)},\qquad Q(k)=1-2\lambda\cos k+\lambda^2 .
\end{equation}
Let $E=H_I-H$ and $N=2M$. The product $P=QE=QH_I-t(1-\lambda^2)$ is a cosine polynomial $\sum_{m=0}^{M+1}p_m\cos mk$ that vanishes on the mesh. There $\cos(M+1)k_q=\cos(M-1)k_q$, since the two indices add to $N$. The functions $\cos mk$ with $m\le M$ are independent on the $M+1$ distinct mesh values of $\cos k$. So $p_{M-1}=-p_{M+1}$, all other $p_m$ vanish, and
\begin{equation}
P=p_{M+1}\left[\cos(M+1)k-\cos(M-1)k\right]=-2p_{M+1}\sin Mk\,\sin k .
\end{equation}
The highest harmonic of $H_I$ is $\tilde t_M\cos Mk$, with
\begin{equation}
\tilde t_M=2t(\lambda^M+\lambda^{3M}+\dots)=\frac{2t\lambda^M}{1-\lambda^N}.
\end{equation}
Multiplication by $-2\lambda\cos k$ gives $p_{M+1}=-\lambda\tilde t_M$. Hence
\begin{equation}
E(k)=\frac{4t\lambda^{M+1}}{1-\lambda^N}\,\frac{\sin Mk\,\sin k}{Q(k)} .
\label{eq:even}
\end{equation}
The ratio $\sin k/Q$ peaks at $\cos k=2\lambda/(1+\lambda^2)$ with value $1/(1-\lambda^2)$, so for $t>0$
\begin{equation}
|E|\le\frac{4t\lambda^{M+1}}{(1-\lambda^N)(1-\lambda^2)} .
\label{eq:ceil}
\end{equation}

For $N=2M+1$ there is no tie, and on the mesh $\cos(M+1)k_q=\cos Mk_q$. Now the highest harmonic is $2\tilde t_M\cos Mk$ with $\tilde t_M=t\lambda^M(1+\lambda)/(1-\lambda^N)$, and $p_{M+1}=-2\lambda\tilde t_M$. The same steps give
\begin{equation}
E(k)=\frac{4t\lambda^{M+1}(1+\lambda)}{1-\lambda^N}\,\frac{\sin(Nk/2)\sin(k/2)}{Q(k)} .
\end{equation}
Both errors scale as $\lambda^{N/2}=e^{-\kappa L/2}$ with $L=N$.

For $t=1$ eV, $\lambda=e^{-1.5}=0.2231$ and $N=8$, the ceiling \eqref{eq:ceil} is $4\lambda^5/(1-\lambda^2)=2.33\times10^{-3}$ eV, where $\lambda^8$ is negligible beside one. The largest error found is $2.33\times10^{-3}$ eV. Doubling $N$ multiplies the ceiling by $\lambda^4=e^{-6}$, to $5.77\times10^{-6}$ eV, and the error found is $5.69\times10^{-6}$ eV.

The chain $H(k)=\sum_{n\ge1}n^{-4}\cos nk$, in eV, shows the algebraic case. Sampled at 16 points per mesh interval, its largest error drops from $6.81\times10^{-5}$ eV at $N=32$ to $8.54\times10^{-6}$ eV at $N=64$, a factor of 7.98. This matches the power $N^{1-p}=N^{-3}$, which would give 8.

\section{A triangular lattice with s and p orbitals}

One site per cell carries s, $p_x$ and $p_y$ orbitals with on-site energies 0 and 5 eV. The two-centre hoppings at distance $a$ are $V_{ss}=-1.0$, $V_{sp}=1.2$, $V_{pp\sigma}=1.5$ and $V_{pp\pi}=-0.4$ eV. All are multiplied by $e^{-\kappa(|\mathbf R|-a)}$ with $\kappa=1.5/a$ and cut at $18a$. These are round model parameters. With $\mathbf R=i\mathbf a_1+j\mathbf a_2$ and $|\mathbf R|^2=(i^2+ij+j^2)a^2$, ties are decided in integers. When lengths are compared in floating-point arithmetic instead, ties need a tolerance above the rounding error and well below the spacing of distinct lengths.

On the $6\times6$ mesh, $W$ has 31 vectors with $d=1$, 6 with $d=2$ and 6 with $d=3$. The weights add to $31+6/2+6/3=36$, the number of mesh points. Keeping one member of each tie leaves the mesh values intact, but for one such choice of members, sampled at 60 random $\mathbf k$, the matrix $H_I-H_I^\dagger$ then has elements up to 0.80 eV, and the sixfold symmetry is violated by up to 0.36 eV.

The vector $3\mathbf a_1$ lies on the boundary and is equivalent to $-3\mathbf a_1$. Its s-s hopping of $-0.0498$ eV becomes $-0.0517$ eV, the difference being folded from longer vectors. Its s-$p_x$ hopping of $1.2\,e^{-3}=0.0597$ eV becomes zero. If the model is cut at $3a$, the largest error is 0.21 eV; with $V_{sp}=0$ as well, it is below $10^{-11}$ eV, as the condition for vanishing error requires.

For the full model on $n\times n$ meshes, sampled on $47\times47$ points, the errors in eV are:
\begin{center}
\begin{tabular}{rcccc}
$n$ & max norm & rms & max band & bound \eqref{eq:bound}\\
6 & 0.97 & 0.37 & 0.23 & 4.8\\
12 & $1.8\times10^{-2}$ & $5.1\times10^{-3}$ & $3.9\times10^{-3}$ & $8.7\times10^{-2}$\\
20 & $5.8\times10^{-5}$ & $1.4\times10^{-5}$ & $1.1\times10^{-5}$ & $2.9\times10^{-4}$
\end{tabular}
\end{center}
The bound is about five times the largest error in this model. It replaces every bracket in \eqref{eq:err} by its ceiling of 2 and allows no cancellation between terms. With $\rho=6a$ and $10a$ for the last two meshes, the observed decay constant is
\begin{equation}
\frac{1}{4a}\ln\frac{1.765\times10^{-2}}{5.818\times10^{-5}}=\frac{1.43}{a}.
\end{equation}
A prefactor proportional to $\rho$, the most the shell estimate $O(\rho^{D-1}e^{-\kappa\rho})$ allows for $D=2$, would lower the apparent constant by $\ln(10/6)/(4a)=0.13/a$. The value is thus compatible with $\kappa=1.5/a$. At reduced coordinates $(0.21,0.13)$ the lowest level is $-6.3117$ eV. The $6\times6$ mesh gives $-6.3513$ eV, the $12\times12$ mesh $-6.3090$ eV, and the $20\times20$ mesh agrees to $10^{-5}$ eV.

In this model, whose hoppings decay at the same rate in all directions, the role of $L$ shows in a $6\times24$ mesh. Its rms error is 0.23 eV, still 0.61 of the $6\times6$ value, because $L=6a$ has not changed. The $12\times12$ mesh also has 144 points but an rms error of 0.0051 eV, some 45 times smaller.

The shape of the cell matters even when the interpolant is Hermitian. On a $13\times13$ mesh the centred parallelogram $|i|,|j|\le6$ has an rms error of $7.1\times10^{-3}$ eV, 2.9 times that of the Wigner-Seitz cell. It omits, for example, $7\mathbf a_1-3\mathbf a_2$, whose length $\sqrt{37}\,a=6.08a$ is below $L/2=6.5a$. The numerical output below lists the remaining meshes and levels.

\section{Where the estimate stops}

The error treated here is measured against the given $H(\mathbf k)$. Errors already in the mesh matrices are reproduced at the mesh points and interpolated between them, where they can become larger. The convergence law also presumes that the mesh matrices share one smooth gauge. If the orbital phases were chosen independently at each $\mathbf k_q$, formula \eqref{eq:int} would still return every mesh matrix, and the diagonal elements, which do not depend on these phases, would be interpolated as before. The elements $\tilde H_{ij}(\mathbf R)$ between different orbitals, however, would no longer fall off across $W$, and the bands between mesh points would lose their meaning. In practice the decay should be inspected, direction by direction, in the $\tilde H(\mathbf R)$ of a trial mesh before the final mesh is chosen. For exponential decay at the same rate in all directions, reducing the error by a further factor $e^{-\eta}$ requires $L$ to grow by about $2\eta/\kappa$. For anisotropic decay, as in layered or chain-like solids, $L$ alone does not decide. On a square lattice with hoppings $e^{-\kappa_1|i|-\kappa_2|j|}$ the error is set by the larger of $e^{-\kappa_1N_1/2}$ and $e^{-\kappa_2N_2/2}$, so only the direction that gives the larger term needs more points.

\section*{Values computed for the example and the checks}
\begin{verbatim}
onsite s, p (eV): 0.0 5.0
V ss, sp, pp-sigma, pp-pi at r=a (eV): -1.0 1.2 1.5 -0.4
decay constant (1/a): 1.5
hopping cutoff (a): 18  vectors: 1165
6x6 mesh: largest error on mesh below 1e-10 eV: True
6x6 WS vectors with d = 1 : 31
6x6 WS vectors with d = 2 : 6
6x6 WS vectors with d = 3 : 6
R=3a1 s-s true, interpolant (eV): -0.04979 -0.05170
R=3a1 s-px true, interpolant (eV): 0.05974 0.00000
6x6, one member per tied class:
  Hermiticity defect (eV): 0.8022
  sixfold symmetry defect (eV): 0.3558
6x6, hoppings cut at 3a, max error (eV): 0.2103
  same without s-p below 1e-11 eV: True
n x n mesh; errors in eV:
 n  |W|  max norm   rms(F)     max band   bound      tail(F)
 4   19  3.056e+00  1.510e+00  9.954e-01  1.646e+01  8.360e-01
 6   43  9.661e-01  3.749e-01  2.271e-01  4.802e+00  2.014e-01
 8   73  2.714e-01  9.145e-02  6.592e-02  1.393e+00  4.806e-02
12  157  1.765e-02  5.060e-03  3.947e-03  8.651e-02  2.675e-03
13  181  8.872e-03  2.441e-03  1.830e-03  4.324e-02  1.292e-03
16  271  1.030e-03  2.708e-04  2.045e-04  5.162e-03  1.429e-04
20  421  5.818e-05  1.422e-05  1.120e-05  2.932e-04  7.485e-06
decay constant from n=12 and 20 (1/a): 1.429
levels at k=(0.21,0.13) (eV):
  full H: -6.311669 6.969280 9.639909
  n= 6:   -6.351280 7.043170 9.598174
  n=12:   -6.309002 6.967092 9.639782
  n=20:   -6.311663 6.969278 9.639907
6x24 mesh rms error (eV): 2.295e-01
  ratio to 6x6: 0.612
13x13 parallelogram cell rms error (eV): 7.057e-03
  ratio to WS cell: 2.89
chain t=1 eV, lam=0.2231, N=8:
  max error, ceiling (eV): 2.3254e-03 2.3283e-03
chain t=1 eV, lam=0.2231, N=16:
  max error, ceiling (eV): 5.6881e-06 5.7712e-06
n^-4 chain, N=32, max error (eV): 6.8072e-05
n^-4 chain, N=64, max error (eV): 8.5351e-06
  error falls as N^-p with p = 2.996
\end{verbatim}
